# Density-density Hund coupling leaves an Ising moment that can escape screening: a program that tests the result

```python
"""Result under test: in a two-orbital Kanamori impurity at half filling,
dropping spin-flip and pair-hopping terms turns the Hund triplet into an
Ising doublet (entropy ln 3 -> ln 2). For J large against the Kondo scale
the doublet stays unscreened; the full interaction is screened, and so is
the density-density model at small J.
Symbols: U, J interaction (U' = U - 2J); V hybridization; D = 1 half-width
of the semi-elliptic bath; JK Kondo exchange; delta phase shift;
Delta scaling dimension of the double spin flip. Entropies in k_B."""
import numpy as np
from mpmath import mp, mpf, sqrt as mpsqrt
from scipy.integrate import quad


def annihilators(modes):
    lower = np.array([[0., 1.], [0., 0.]])
    ops = []
    for i in range(modes):
        op = np.eye(1)
        for j in range(modes):
            factor = np.diag([1., -1.]) if j < i else (
                lower if j == i else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops


def kanamori(d, U, J, flip, pair):
    """Mode order: 1 up, 1 down, 2 up, 2 down; half-filled level energy."""
    n = [a.T @ a for a in d]
    H = -(3*U - 5*J)/2 * sum(n)
    H = H + U*(n[0] @ n[1] + n[2] @ n[3])
    H += (U - 2*J)*(n[0] @ n[3] + n[1] @ n[2])
    H += (U - 3*J)*(n[0] @ n[2] + n[1] @ n[3])
    X = d[0].T @ d[1] @ d[3].T @ d[2]
    Y = d[0].T @ d[1].T @ d[3] @ d[2]
    return H - flip*J*(X + X.T) + pair*J*(Y + Y.T)


C = annihilators(4)
OCC = np.rint(np.array([np.diag(a.T @ a) for a in C]).T).astype(int)
SITE_PARITY = 1.0 - 2.0*(OCC.sum(1) % 2)
SZ = np.diag(OCC @ np.array([.5, -.5, .5, -.5]))


def thermal(energies, T):
    x = (energies - energies.min())/T
    w = np.exp(-x)
    return np.log(w.sum()) + (w @ x)/w.sum()


def chain_entropy(hops, T):
    """Four identical free-fermion chains, chemical potential zero."""
    h = np.diag(hops, 1) + np.diag(hops, -1)
    y = np.minimum(np.abs(np.linalg.eigvalsh(h))/T, 500.)
    return 4*np.sum(np.log1p(np.exp(-y)) + y/(np.exp(y) + 1))


def bath_hoppings(lam, count):
    """Logarithmic discretization of the semi-elliptic bath."""
    rho = lambda e: 2/np.pi*np.sqrt(max(0., 1 - e*e))
    energies, weights = [], []
    for j in range(26):
        a, b = lam**(-j - 1.), lam**(-float(j))
        w = quad(rho, a, b, epsabs=0, epsrel=1e-10)[0]
        inv = quad(lambda e: rho(e)/e, a, b, epsabs=0, epsrel=1e-10)[0]
        energies += [w/inv, -w/inv]
        weights += [w, w]
    with mp.workdps(80):
        x = [mpf(float(e)) for e in energies]
        v = [mpsqrt(mpf(float(w))) for w in weights]
        norm = mpsqrt(sum(a*a for a in v))
        v = [a/norm for a in v]
        old, beta, hops = [mpf(0)]*len(v), mpf(0), []
        for _ in range(count):
            u = [e*a - beta*p for e, a, p in zip(x, v, old)]
            beta = mpsqrt(sum(a*a for a in u))
            old, v = v, [a/beta for a in u]
            hops.append(float(beta))
    return np.array(hops)


def nrg(U, J, V, full, hops, low=140, high=300):
    """Return temperatures and total entropies for growing chains."""
    atom = kanamori(C, U, J, full, full)
    if full:   # charge, twice Sz, parity of the charge in orbital 1
        site_q = OCC @ np.array([[1, 1, 1], [1, -1, 1],
                                 [1, 1, 0], [1, -1, 0]])
        site_q[:, 2] %= 2
    else:      # each orbital and spin charge is conserved
        site_q = OCC.copy()
    E, par = np.zeros(1), np.ones(1)
    q = np.zeros((1, site_q.shape[1]), dtype=int)
    F = [np.zeros((1, 1)) for _ in range(4)]
    temperatures, entropies = [], []
    for step, hop in enumerate([0.0, V, *hops]):
        n = len(E)
        r, s = np.repeat(np.arange(n), 16), np.tile(np.arange(16), n)
        labels = q[r] + site_q[s]
        if full:
            labels[:, 2] %= 2
        keys, inverse = np.unique(labels, axis=0, return_inverse=True)
        inverse = inverse.ravel()
        blocks = []
        for b in range(len(keys)):
            index = np.flatnonzero(inverse == b)
            rb, sb = r[index], s[index]
            H = np.diag(E[rb])
            if step == 0:
                H = H + atom[np.ix_(sb, sb)]
            else:
                G = np.zeros_like(H)
                for a in range(4):
                    G += F[a][np.ix_(rb, rb)]*C[a][np.ix_(sb, sb)]
                G *= par[rb][None, :]
                H = H + hop*(G + G.T)
            w, v = np.linalg.eigh(H)
            blocks.append((keys[b], rb, sb, w, v))
        levels = np.sort(np.concatenate([x[3] for x in blocks]))
        if step >= 2:
            temperatures.append(hop)
            entropies.append(thermal(levels, hop))
        if step == len(hops) + 1:
            break
        if len(levels) > high:   # cut in the widest gap: keep multiplets
            cut = low + int(np.argmax(np.diff(levels[low-1:high+1])))
            limit = (levels[cut-1] + levels[cut])/2
        else:
            cut, limit = len(levels), np.inf
        vectors = np.zeros((n, 16, cut))
        newE, newq, newpar, col = [], [], [], 0
        for key, rb, sb, w, v in blocks:
            m = int(np.sum(w < limit))
            if m == 0:
                continue
            vectors[rb, sb, col:col+m] = v[:, :m]
            newE.append(w[:m] - levels[0])
            newq += [key]*m
            newpar += [par[rb[0]]*SITE_PARITY[sb[0]]]*m
            col += m
        F = []
        for a in range(4):
            lo, hi = np.nonzero(C[a])
            sign = par[:, None]*C[a][lo, hi][None, :]
            left = vectors[:, hi, :].reshape(-1, cut)
            right = (vectors[:, lo, :]*sign[:, :, None]).reshape(-1, cut)
            F.append(left.T @ right)
        E, q, par = np.concatenate(newE), np.array(newq), np.array(newpar)
    return np.array(temperatures), np.array(entropies)


def impurity_entropy(U, J, V, full, hops):
    T, S = nrg(U, J, V, full, hops)
    S = S - np.array([chain_entropy(hops[:k+1], t)
                      for k, t in enumerate(T)])
    return T[1:-1], .25*S[:-2] + .5*S[1:-1] + .25*S[2:]


U, J, V, J_small, LAM = 3.0, 0.75, 0.45, 0.02, 6.0
print(f"U = {U} D, J = {J} D, V = {V} D")

# Isolated atom: levels, role of each term, entropy, moment, projected flip
two = np.flatnonzero(OCC.sum(1) == 2)
shift = 3*U - 5*J
S1minus = C[1].T @ C[0]
Sminus = S1minus + C[3].T @ C[2]
expected = {(1, 1): [U-3*J]*3 + [U-J]*2 + [U+J],
            (0, 0): [U-3*J]*2 + [U-2*J]*2 + [U]*2}
T_atom = 0.03
for (flip, pair), name in [((1, 1), "full"), ((0, 0), "density-density"),
                           ((1, 0), "spin flip only"),
                           ((0, 1), "pair hopping only")]:
    H = kanamori(C, U, J, flip, pair)
    w2 = np.linalg.eigvalsh(H[np.ix_(two, two)]) + shift
    degeneracy = int(np.sum(w2 < w2[0] + 1e-9))
    assert degeneracy == (3 if flip else 2)
    print(f"{name}: ground degeneracy {degeneracy}")
    if (flip, pair) in expected:
        assert np.allclose(w2, expected[flip, pair], atol=1e-10)
        w, v = np.linalg.eigh(H)
        boltz = np.exp(-(w - w[0])/T_atom)
        boltz /= boltz.sum()
        moment = boltz @ np.diag(v.T @ SZ @ SZ @ v)
        entropy = thermal(w, T_atom)
        assert abs(entropy - np.log(degeneracy)) < 1e-6
        assert abs(moment - (2/3 if flip else 1)) < 1e-6
        ground = v[:, w < w[0] + 1e-9]
        projected = ground.T @ S1minus @ ground
        total = ground.T @ Sminus @ ground
        assert np.allclose(projected, total/2, atol=1e-10)
        size = np.linalg.norm(projected, 2)
        assert (size > 0.7) if flip else (size < 1e-10)
        print("  N=2 levels (D):", " ".join(f"{x:.2f}" for x in w2))
        print(f"  entropy at T={T_atom} D: {entropy:.4f} k_B")
        print(f"  <Sz^2> = {moment:.4f}, one-orbital flip = {size:.4f}")

# Exchange and double-flip tunnelling: exact clusters with one zero-energy
# bath site per orbital, at small and at large J, both with JK << J
c8 = annihilators(8)
occ8 = np.rint(np.array([np.diag(a.T @ a) for a in c8]).T).astype(int)
sector = np.flatnonzero((occ8.sum(1) == 4) &
                        (occ8 @ np.array([1, -1]*4) == 0))
hopping8 = sum(c8[a].T @ c8[a+4] for a in range(4))
hopping8 = hopping8 + hopping8.T
for Jc, Vc in [(0.003, 0.001), (J, 0.02)]:
    JKc = 8*Vc**2/(U + Jc)
    cluster = {}
    for full in (0, 1):
        H = kanamori(c8[:4], U, Jc, full, full) + Vc*hopping8
        base = U - 3*Jc - (3*U - 5*Jc)
        cluster[full] = np.linalg.eigvalsh(H[np.ix_(sector, sector)]) - base
    splitting = cluster[0][1] - cluster[0][0]
    formula = JKc**2*(4/(3*Jc) + 1/(2*(U - Jc)))
    full_ratio = cluster[1][0]/(-1.5*JKc)
    ising_ratio = cluster[0][:2].mean()/(-JKc)
    split_ratio = splitting/formula
    # neglected orders are smaller by factors JK/J and (V/U)^2
    assert abs(full_ratio - 1) < 0.02
    assert abs(ising_ratio - 1) < 0.02
    assert abs(split_ratio - 1) < 0.01
    print(f"Cluster: J = {Jc} D, V = {Vc} D, JK = {JKc:.4e} D")
    print(f"  full binding: exact/formula = {full_ratio:.4f}")
    print(f"  Ising binding: exact/formula = {ising_ratio:.4f}")
    print(f"  Ising splitting {splitting:.4e} D,",
          f"exact/formula = {split_ratio:.4f}")

# Scaling dimension from overlaps of free-fermion ground states
JK = 8*V**2/(U + J)
delta = np.arctan(2*JK/4)           # pi*rho = 2 at the end of the chain
Delta = 2*(1 - 2*delta/np.pi)**2
log_overlap = []
for L in (401, 801):
    h = np.diag(np.full(L-1, .5), 1)
    h = h + h.T
    h[0, 0] = JK/4
    before = np.linalg.eigh(h)[1][:, :(L-1)//2]
    h[0, 0] = -JK/4
    after = np.linalg.eigh(h)[1][:, :(L+1)//2]
    added = np.column_stack([before, np.eye(L)[:, 0]])
    log_overlap.append(2*np.linalg.slogdet(after.T @ added)[1])
Delta_num = 2*(log_overlap[0] - log_overlap[1])/np.log(802/402)
assert abs(Delta_num - Delta) < 0.02 and Delta > 1
print(f"JK = {JK:.4f} D, rho*JK = {2/np.pi*JK:.4f}")
print(f"delta = {delta:.4f} rad")
print(f"Delta: formula {Delta:.4f}, overlaps {Delta_num:.4f}")

# Renormalization group: check on free electrons, then the three models
hops = bath_hoppings(LAM, 17)
T0, S0 = nrg(0., 0., V, 0, hops[:9])
exact = np.array([chain_entropy(np.r_[V, hops[:k+1]], t)
                  for k, t in enumerate(T0)])
error = np.max(np.abs(S0 - exact)[T0 < 0.05])
assert error < 0.05                 # truncation to at most 300 states
print(f"NRG: Lambda = {LAM}, {len(hops) + 1} bath sites per orbital")
print(f"  free-electron entropy error {error:.1e} k_B")
T, S_full = impurity_entropy(U, J, V, 1, hops)
_, S_ising = impurity_entropy(U, J, V, 0, hops)
T_s, S_small = impurity_entropy(U, J_small, V, 0, hops[:11])
print("T (D)      S_imp full   S_imp density-density (k_B)")
for t, a, b in zip(T, S_full, S_ising):
    if t < 0.05:
        print(f"{t:.2e}   {a:7.3f}      {b:7.3f}")
print(f"density-density, J = {J_small} D:")
print(f"  S_imp = {S_small[-1]:.3f} k_B at T = {T_s[-1]:.2e} D")
print(f"ln 2 = {np.log(2):.4f}, ln 3 = {np.log(3):.4f}")
# Tolerances cover discretization, truncation and finite temperature.
assert abs(S_full[-1]) < 0.1
assert abs(S_ising[-1] - np.log(2)) < 0.1
assert abs(S_small[-1]) < 0.1
print("verified")
```

It prints:

```
U = 3.0 D, J = 0.75 D, V = 0.45 D
full: ground degeneracy 3
  N=2 levels (D): 0.75 0.75 0.75 2.25 2.25 3.75
  entropy at T=0.03 D: 1.0986 k_B
  <Sz^2> = 0.6667, one-orbital flip = 0.7071
density-density: ground degeneracy 2
  N=2 levels (D): 0.75 0.75 1.50 1.50 3.00 3.00
  entropy at T=0.03 D: 0.6931 k_B
  <Sz^2> = 1.0000, one-orbital flip = 0.0000
spin flip only: ground degeneracy 3
pair hopping only: ground degeneracy 2
Cluster: J = 0.003 D, V = 0.001 D, JK = 2.6640e-06 D
  full binding: exact/formula = 1.0006
  Ising binding: exact/formula = 1.0006
  Ising splitting 3.1567e-09 D, exact/formula = 1.0004
Cluster: J = 0.75 D, V = 0.02 D, JK = 8.5333e-04 D
  full binding: exact/formula = 1.0002
  Ising binding: exact/formula = 1.0004
  Ising splitting 1.4556e-06 D, exact/formula = 0.9995
JK = 0.4320 D, rho*JK = 0.2750
delta = 0.2127 rad
Delta: formula 1.4950, overlaps 1.4951
NRG: Lambda = 6.0, 18 bath sites per orbital
  free-electron entropy error 3.9e-02 k_B
T (D)      S_imp full   S_imp density-density (k_B)
3.19e-02     0.947        0.691
1.29e-02     0.940        0.683
5.28e-03     0.901        0.679
2.15e-03     0.816        0.676
8.79e-04     0.677        0.675
3.59e-04     0.496        0.675
1.47e-04     0.299        0.675
5.98e-05     0.151        0.675
2.44e-05     0.066        0.674
9.97e-06     0.025        0.674
4.07e-06     0.008        0.674
1.66e-06     0.000        0.674
6.78e-07    -0.002        0.674
density-density, J = 0.02 D:
  S_imp = -0.000 k_B at T = 1.47e-04 D
ln 2 = 0.6931, ln 3 = 1.0986
verified
```
